Finite-Size Correction for Vertical Charge Transitions with Frozen Ionic Polarization

**1. The error that remains in a neutral cell**

A defect with charge +1 polarizes the ions around it. If an electron is then captured faster than the ions can move, the final state is neutral, but the ions keep the displacements that belonged to the charged state. The usual image-charge correction is proportional to the square of the final charge, so it assigns this state no correction at all. In the model crystal of Section 7, a cubic cell of side 16 Å gives 0.515 eV for the energy of this neutral state, whereas the isolated defect has 0.787 eV. The missing 0.27 eV comes from the frozen ionic polarization. Its long-range field interacts with the periodic images, and the energy stored in the ionic displacements also differs from that of the isolated defect.

The Falletta–Wiktor–Pasquarello correction accounts for both effects to leading order in 1/L. Let q' be the charge for which the ions were relaxed, R_q' the resulting ionic positions, and q the charge after the vertical transition, both charges in units of e. The correction is defined by

E(isolated) = E(supercell) + E_cor(q, R_q'). (1)

The vacuum permittivity is written ε_v. The symbols ε_0 and ε_∞ denote relative dielectric constants: ε_0 is the static one, with ions and electrons responding, and ε_∞ is the high-frequency one, with electrons alone responding.

The derivation assumes harmonic ions, linear electronic screening, an isotropic bulk host and a charge localized well inside the cell. The supercell is cubic with side L, a uniform background neutralizes it, and the mean electrostatic potential is set to zero. The result is the leading term in 1/L.

**2. The correction for one charge and one dielectric constant**

Let the added charge density be eQg(r), with g normalized to one and Fourier transform g(k). In a linear medium the energy is half the integral of the source density times the screened potential. It can be written Q²S/ε, where S is the electrostatic energy of a unit charge in vacuum. For the periodic and the isolated system,

S_per = (e²/2ε_v)(1/L³) Σ_{G≠0} |g(G)|²/G², (2)

S_iso = (e²/2ε_v) ∫ d³k/(2π)³ |g(k)|²/k². (3)

The term G = 0 is absent because of the background and the zero mean potential.

The difference between integral and sum follows from scaling. Suppose that part of the summand is homogeneous of degree n in k at small k. With k = 2πν/L, the volume factor gives L⁻³ and the summand gives L⁻ⁿ, so this part contributes to the difference in proportion to L^(−3−n). The leading part, 1/k², has n = −2 and gives 1/L. The finite extent of the charge and the wavevector dependence of the screening add terms of degree 0, 2 and so on, which can give L⁻³, L⁻⁵ and so on; a purely polynomial term of degree 2 or higher gives nothing, so a spherical Gaussian charge in an isotropic medium has only the L⁻³ term. For a charge density that decays exponentially or faster, these terms are ratios of polynomials in the components of k. A density with an algebraic tail is excluded: a tail falling as r⁻⁴ puts a term in |k| into g(k) and gives an error of order L⁻². Since the energy is the same at k and −k, odd degrees are absent.

For the leading part, the factors are L⁻³(L/2π)² = 1/(4π²L). Hence

S_iso − S_per = Λ + O(L⁻³), Λ = ξe²/(8πε_vL), (4)

where πξ is the limit, for η → 0⁺, of the integral minus the sum over nonzero integer vectors of exp(−ην²)/ν². For the cubic cell ξ = 2.8373. Physically, the images and the background produce the potential −ξe/(4πε_vL) at a unit charge in vacuum. Half of this potential times the charge lowers the supercell energy, so the correction is positive:

E_m(Q, ε) = Q²Λ/ε = ξQ²e²/(8πε_vεL). (5)

**3. The charge carried by the frozen ions**

Let P_ion be the polarization that the ionic displacements produce at zero macroscopic electric field. It includes the electronic dipoles induced by the displacements through local fields. The total displacement field is then

D = ε_vE + ε_v(ε_∞ − 1)E + P_ion = ε_vε_∞E + P_ion. (6)

Let ρ_q be the density of the added charge, including its background in a supercell. Gauss's law, div D = ρ_q, gives

ε_vε_∞ div E = ρ_q + ρ_ion, ρ_ion = −div P_ion. (7)

The frozen ions therefore act as a fixed source, screened by the electrons alone.

While the ions are relaxed for charge q', the full static response holds:

ε_vε_0 div E = ρ_q'. (8)

Equation (8) gives ε_v div E = ρ_q'/ε_0. Inserting this into (7) with q = q' yields (ε_∞/ε_0)ρ_q' = ρ_q' + ρ_ion, so

ρ_ion = −(1 − ε_∞/ε_0)ρ_q'. (9)

The ionic source has the shape of the original charge, and its strength is

q_pol = −q'(1 − ε_∞/ε_0). (10)

The sign is opposite to q' because the ions screen the charge. No net charge has been created. In the supercell, ρ_ion contains a compensating uniform density, since it is proportional to ρ_q' with its background. In an infinite crystal the compensating charge lies at infinity.

When the charge changes from q' to q, P_ion stays fixed and (7) remains valid. The source now has strength q + q_pol. For q = 0 it is q_pol, which explains why a neutral final state still has a long-range field.

**4. The energy with frozen ions**

The energy also contains the cost of displacing the ions at zero macroscopic field. Like P_ion, this cost includes the induced electronic dipoles and the local fields, so it is not the bare spring energy of the ions. In a harmonic medium,

E = ∫ |P_ion|²/(2ε_vχ) dV + ½ε_vε_∞ ∫ |E|² dV, (11)

where E in the integrals is the field and χ is an ionic susceptibility to be identified. A small change δP_ion changes the source by −div δP_ion. With E = −∇φ, the second term changes by

∫ φ(−div δP_ion) dV = ∫ ∇φ·δP_ion dV = −∫ E·δP_ion dV. (12)

The first term changes by ∫ P_ion·δP_ion/(ε_vχ) dV. At equilibrium the two changes cancel, so P_ion = ε_vχE. Then (6) becomes D = ε_v(ε_∞ + χ)E, which must equal ε_vε_0E. Thus χ = ε_0 − ε_∞.

The first term of (11), called W, depends on the frozen ions and not on q. At R_q' the field is that of a total charge q'/ε_0, for which ½ε_v∫|E|²dV = (q'/ε_0)²S. Therefore

W = ½ε_v(ε_0 − ε_∞) ∫ |E|² dV = (ε_0 − ε_∞)q'²S/ε_0². (13)

This can be rewritten using q' + q_pol = q'ε_∞/ε_0, which follows from (10):

W = q'²S/ε_0 − q'²ε_∞S/ε_0² = q'²S/ε_0 − (q' + q_pol)²S/ε_∞. (14)

The second term of (11) is the energy of a source q + q_pol screened by ε_∞. The total is

E(q, R_q') = S[q'²/ε_0 − (q' + q_pol)²/ε_∞ + (q + q_pol)²/ε_∞]. (15)

The bracket is the same for the isolated and the periodic system. Only S differs, and (4) gives its difference. With the definition (5),

E_cor(q, R_q') = E_m(q', ε_0) − E_m(q' + q_pol, ε_∞) + E_m(q + q_pol, ε_∞). (16)

The first two terms correct the stored deformation energy. The third corrects the electrostatic energy after the transition.

**5. A compact form and its limits**

Set x = ε_∞/ε_0, so that q_pol = −q'(1 − x). By (14), the first two terms in the bracket of (15) are q'²(1 − x)/ε_0 = q'²x(1 − x)/ε_∞. The third is

(q + q_pol)²/ε_∞ = [q² − 2qq'(1 − x) + q'²(1 − x)²]/ε_∞. (17)

The terms in q'² add to q'²(1 − x)[x + (1 − x)]/ε_∞ = q'²(1 − x)/ε_∞. Since (1 − x)/ε_∞ = 1/ε_∞ − 1/ε_0,

E_cor = Λ[q²/ε_∞ + (1/ε_∞ − 1/ε_0)(q'² − 2qq')]. (18)

Adding and subtracting q²(1/ε_∞ − 1/ε_0) completes the square:

E_cor = Λ[q²/ε_0 + (1/ε_∞ − 1/ε_0)(q − q')²]. (19)

The first term is the correction for a defect relaxed at its final charge. The second corrects the relaxation energy that the frozen ions have not yet released. Several cases follow:

- For q = q', the correction is Λq²/ε_0, the usual static result.
- For q' = 0, the ions start without long-range polarization, and the correction is Λq²/ε_∞.
- For q = 0, it is Λq'²(1/ε_∞ − 1/ε_0), which is positive whenever ε_0 > ε_∞.
- For ε_0 = ε_∞, the ions carry no long-range polarization, and the correction depends on the final charge alone.

The structure of (19) can also be obtained without a continuum. After the electrons have been eliminated, let u denote all ionic displacements, K their stiffness matrix and f the force coupling per unit charge:

E(q, u) = ½cq² + q f·u + ½u·K·u. (20)

The relaxed displacements are u_q = −qK⁻¹f. About this minimum the energy is quadratic, and u_q' − u_q = −(q' − q)K⁻¹f. Hence

E(q, u_q') = E(q, u_q) + ½(q − q')² f·K⁻¹f. (21)

Define A_0 = ½(c − f·K⁻¹f), the unit-charge energy with relaxed ions, and A_∞ = ½c, the same energy with ions held at u = 0. Then

E(q, R_q') = q²A_0 + (q − q')²(A_∞ − A_0). (22)

This identity holds in a cell of any size for the harmonic energy (20). The finite-size corrections of A_0 and A_∞ are Λ/ε_0 and Λ/ε_∞ to leading order, and inserting them gives (19) again. A real defect also has short-range forces and bonding energies that are not proportional to charge. The result applies to it if these parts have converged with cell size.

**6. The vertical transition level**

The vertical level μ is the electron chemical potential at which charges q' and q have equal formation energies at the same geometry R_q'. A state of charge q contributes +qμ to its formation energy, so

E(q', R_q') + q'μ = E(q, R_q') + qμ, (23)

μ = [E(q', R_q') − E(q, R_q')]/(q − q'). (24)

Its correction follows from (19):

Δμ = Λ[q'²/ε_0 − q²/ε_0 − (1/ε_∞ − 1/ε_0)(q − q')²]/(q − q'). (25)

Because q'² − q² = −(q − q')(q + q'), division gives

Δμ = −Λ[(q + q')/ε_0 + (q − q')(1/ε_∞ − 1/ε_0)]
= −Λ[(q − q')/ε_∞ + 2q'/ε_0]. (26)

For q' = +1 and q = 0 this is Λ(1/ε_∞ − 2/ε_0). The corrections of the two states partly cancel, and at ε_0 = 2ε_∞ they cancel completely at this order. A small level correction therefore does not show that the two total energies are converged. If μ is to be quoted relative to a band edge of the host, both must refer to the same zero of the electrostatic potential.

**7. A polarizable model crystal**

The model is a simple cubic lattice with parameter 4.0 Å. Each site has an electronic and an ionic dipole, with polarizabilities 1.20 and 0.80 in units of ε_v times the cell volume. The added charge sits at the cube centre. Charges and dipoles are Gaussians of width 0.60 Å. A dipole does not act on itself or on the other dipole of the same site. The response to a uniform field gives ε_∞ = 2.999 and ε_0 = 6.993.

For q' = +1, equation (10) gives

q_pol = −(1 − 2.999/6.993) = −0.571. (27)

The microscopic long-wavelength response gives the same value to this accuracy. The ionic dipoles alone carry −0.343. The difference is the electronic dressing included in P_ion. At zero macroscopic field, a cubic lattice of point dipoles with total polarization P has the local field P/(3ε_v). The electronic part is then 1.20P/3 = 0.40P, which leaves 0.60P for the ions. Thus P is the ionic part divided by 0.60, and −0.343/0.60 = −0.57. Using the bare ionic charge in (16) would underestimate the frozen source.

Take L = 16 Å and the transition from q' = +1 to q = 0. With e²/(4πε_v) = 14.400 eV Å,

Λ = 2.8373 × 14.400/(2 × 16) = 1.277 eV. (28)

The three contributions to (16) are

E_m(q', ε_0) = 1.277/6.993 = 0.183 eV,
E_m(q' + q_pol, ε_∞) = 1.277 × 0.429²/2.999 = 0.078 eV,
E_m(q_pol, ε_∞) = 1.277 × 0.571²/2.999 = 0.139 eV. (29)

Their combination is

E_cor = 0.183 − 0.078 + 0.139 = 0.243 eV, (30)

where the last digit follows from the unrounded terms. The corrected energy is 0.515 + 0.243 = 0.758 eV. The isolated value, extrapolated from cells of 96 to 160 Å, is 0.787 eV. The error relative to that value falls from 0.271 to 0.028 eV.

The vertical level behaves less favourably in this small cell. Its correction is 0.243 − 0.183 = 0.061 eV, again from unrounded terms, and moves the level from −2.910 to −2.849 eV. The extrapolated value is −2.770 eV, so about 0.080 eV remains, more than the correction itself. The leading terms of the two states partly cancel, while the higher-order terms need not do so. At 48 Å the remaining error is about 0.003 eV. The absolute position of this level has no wider meaning, because the model contains no binding energy of the captured electron.

The 1/L coefficients provide a sharper comparison. For the neutral final state, (19) gives 3.890 eV Å and a fit to the large cells gives 3.888 eV Å. For all five charge pairs in the numerical output, the tests require agreement within 1%; the largest deviation found is below 0.06% of the predicted coefficient. The same fit to cells of 32 to 48 Å deviates by up to 3.2%. It stops at L⁻³, and the fall of its error in larger cells is consistent with the neglect of higher orders.

All terms beyond 1/L, beginning with L⁻³, are left out of the correction and limit its accuracy in this model. For q = q' = +1, about 24% of the energy change between 32 and 48 Å survives the correction, against 1.4% between 96 and 160 Å. Of the five charge pairs, this one has the smallest 1/L coefficient and the largest surviving fraction. These residuals belong to this model and depend strongly on its polarizabilities. Their sum, 2.0, is not far below the value of about 2.35 at which the lattice becomes unstable to a zone-boundary dipole pattern, so the residuals should not be read as typical of real hosts.

**8. Where the formula ceases to apply**

The ions must have been relaxed in the same supercell at charge q'. If the long-range ionic polarization was not fully relaxed, for example because atoms were held fixed through much of the cell, (8) does not describe it and (10) gives the wrong frozen charge. Equation (11) assumes harmonic ions, so the derivation does not cover strong anharmonicity. An anisotropic host requires dielectric tensors, and a slab or a single layer requires the electrostatics of its own geometry.

The final charge must also remain localized. If the transferred electron spreads over the cell, the density in (7) no longer approaches a compact charge as L grows. Overlap of defect wave functions and elastic interactions between images are separate errors that (16) does not remove. The dielectric constants should describe the same host and level of theory as the supercell calculation, since they determine both the frozen charge and its screening.

Table of computed values

```
Coulomb constant e^2/(4 pi eps_vac) = 14.39965 eV angstrom
Madelung constant xi = 2.837297
lattice parameter = 4.0 angstrom
Gaussian width = 0.60 angstrom
electronic polarizability/(eps_vac V) = 1.20
ionic polarizability/(eps_vac V) = 0.80
epsinf = 2.9992, eps0 = 6.9929
qpol for q'=+1, formula = -0.57110 e
qpol for q'=+1, microscopic = -0.57111 e
bare ionic-dipole charge = -0.34280 e
frozen-ion charge after electronic screening = -0.19042 e
1/L coefficient of E_cor (eV angstrom): formula, large-, small-cell fit
  q=+0, q'=+1: 3.8899, 3.8883, 3.7993
  q=+1, q'=+1: 2.9213, 2.9229, 3.0139
  q=+1, q'=+0: 6.8112, 6.8113, 6.8132
  q=+2, q'=+1: 15.5750, 15.5801, 15.8548
  q=-1, q'=+1: 18.4808, 18.4762, 18.2111
size dependence left after correction (%): 32-48, 96-160 angstrom
  q=+0, q'=+1: 7.59, 0.41
  q=+1, q'=+1: 23.58, 1.38
  q=+1, q'=+0: 3.62, 0.35
  q=+2, q'=+1: 13.98, 0.93
  q=-1, q'=+1: 3.75, 0.13
example q'=+1 to q=0, L = 16.0 angstrom
  E_m(q', eps0) = 0.18258 eV
  E_m(q'+qpol, epsinf) = 0.07831 eV
  E_m(qpol, epsinf) = 0.13885 eV
  E_cor of neutral final state = 0.24312 eV
  correction of vertical level = 0.06054 eV
neutral final state: L (angstrom), raw E, corrected E (eV)
  16, 0.51511, 0.75822
  24, 0.61365, 0.77573
  32, 0.66073, 0.78229
  40, 0.68744, 0.78469
  48, 0.70458, 0.78562
  96, 0.74595, 0.78647
  128, 0.75613, 0.78652
  160, 0.76222, 0.78653
  extrapolated isolated energy = 0.78654 eV
vertical level (+1 to 0): L (angstrom), raw, corrected (eV)
  16, -2.90998, -2.84945
  24, -2.83999, -2.79963
  32, -2.81209, -2.78182
  40, -2.79952, -2.77530
  48, -2.79286, -2.77268
  96, -2.78018, -2.77009
  128, -2.77749, -2.76992
  160, -2.77591, -2.76986
  extrapolated isolated level = -2.76981 eV
```
